# Valley interference in the Heitler-London exchange of two silicon donors: a program that tests the result

```python
"""Exchange coupling of two silicon donors with six-valley interference.

Result under test (Heitler-London, isotropic envelope exp(-r/a), k0*a >> 1):
    J = E_triplet - E_singlet = 2 g^2 N / (1 - g^4 s^4)
    g = [cos(k0 X) + cos(k0 Y) + cos(k0 Z)] / 3
    N = s^2 (C - 2 v) + 2 s w - K
(X, Y, Z): donor separation, a lattice vector; k0: valley wavenumber;
s: envelope overlap; v = <A|1/r_B|A>; w = <A|1/r_A|B>;
C, K: direct and exchange electron repulsion.
Effective units: length a, energy = effective hartree.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import exp1, wofz

AXES = np.vstack([np.eye(3), -np.eye(3)])   # directions of the six valleys


# ---------- closed hydrogenic formulas ----------
def closed_integrals(r):
    s = np.exp(-r) * (1 + r + r**2 / 3)
    s_bar = np.exp(r) * (1 - r + r**2 / 3)
    v = 1 / r - np.exp(-2 * r) * (1 + 1 / r)
    w = np.exp(-r) * (1 + r)
    c = 1 / r - np.exp(-2 * r) * (1 / r + 11 / 8 + 3 * r / 4 + r**2 / 6)
    log_part = (s**2 * (np.euler_gamma + np.log(r))
                - s_bar**2 * exp1(4 * r) + 2 * s * s_bar * exp1(2 * r))
    k = (-np.exp(-2 * r) * (-25 / 8 + 23 * r / 4 + 3 * r**2 + r**3 / 3)
         + 6 / r * log_part) / 5
    return s, v, w, c, k


def exchange_formula(integrals, g):
    s, v, w, c, k = integrals
    numerator = s**2 * (c - 2 * v) + 2 * s * w - k
    return 2 * g**2 * numerator / (1 - (g * s)**4)


def valley_factor(phases):
    return np.mean(np.cos(phases), axis=-1)


# ---------- integrals from the definition, Gaussians times plane waves ----------
def envelope(log_start, log_stop, step):
    """Gaussian sum for exp(-r)/sqrt(pi), from its integral representation."""
    x = np.arange(log_start, log_stop + step / 2, step)
    t = np.exp(x)
    weight = step * np.exp(-1 / (4 * t)) / np.sqrt(t) / (2 * np.sqrt(np.pi))
    return t, weight / np.sqrt(np.pi)


def orbital(centre, exponents, weights, waves):
    t = np.repeat(exponents, len(waves))
    coef = np.repeat(weights, len(waves)) / np.sqrt(len(waves))
    k = np.tile(waves, (len(exponents), 1))
    linear = t[:, None] * centre + 0.5j * k
    constant = -t * (centre @ centre) - 1j * (k @ centre)
    return t, coef, linear, constant


def pair_density(f, h):
    p = (f[0][:, None] + h[0]).ravel()
    coef = np.outer(f[1], h[1]).ravel()
    b = (f[2][:, None, :] + h[2][None, :, :]).reshape(-1, 3)
    log_size = (f[3][:, None] + h[3]).ravel() + np.sum(b * b, axis=1) / p
    return p, coef, b / p[:, None], log_size


def scaled_boys(log_size, z):
    """exp(log_size) * F0(z) for complex z, free of overflow."""
    small = np.abs(z) < 1e-3
    z_safe = np.where(small, 1.0, z)
    root = np.sqrt(z_safe)
    log_safe = np.where(small, 0.0, log_size)
    value = 0.5 * np.sqrt(np.pi) / root * (
        np.exp(log_safe) - np.exp(log_safe - z_safe) * wofz(1j * root))
    series = np.exp(log_size) * (1 - z / 3 + z**2 / 10 - z**3 / 42)
    return np.where(small, series, value)


def overlap(d):
    return np.sum(d[1] * (np.pi / d[0])**1.5 * np.exp(d[3])).real


def attraction(d, nucleus):
    z = d[0] * np.sum((d[2] - nucleus)**2, axis=1)
    return np.sum(d[1] * 2 * np.pi / d[0] * scaled_boys(d[3], z)).real


def repulsion(d, e):
    p, q = d[0][:, None], e[0][None, :]
    dist2 = (np.sum(d[2]**2, axis=1)[:, None] + np.sum(e[2]**2, axis=1)
             - 2 * d[2] @ e[2].T)
    core = scaled_boys(d[3][:, None] + e[3], p * q / (p + q) * dist2)
    core = core * 2 * np.pi**2.5 / (p * q * np.sqrt(p + q))
    return (d[1] @ core @ e[1]).real


def defined_integrals(separation, exponents, weights, waves):
    ra, rb = -separation / 2, separation / 2
    fa = orbital(ra, exponents, weights, waves)
    fb = orbital(rb, exponents, weights, waves)
    aa, bb, ab = pair_density(fa, fa), pair_density(fb, fb), pair_density(fa, fb)
    norm = overlap(aa)
    values = (overlap(ab) / norm, attraction(aa, rb) / norm,
              attraction(ab, ra) / norm, repulsion(aa, bb) / norm**2,
              repulsion(ab, ab) / norm**2)
    return values, norm, attraction(aa, ra) / norm


def splitting(direct, crossed, s):
    """Triplet minus singlet from the two-configuration eigenproblem."""
    energy, vec = eigh([[direct, crossed], [crossed, direct]],
                       [[1, s**2], [s**2, 1]])
    singlet = int(np.argmax(vec[0] * vec[1]))
    return energy[1 - singlet] - energy[singlet]


def kinetic(exponents, weights, r):
    a, b = exponents[:, None], exponents[None, :]
    m = a * b / (a + b)
    prim = (np.pi / (a + b))**1.5 * np.exp(-m * r**2)
    return weights @ (m * (3 - 2 * m * r**2) * prim) @ weights


# ---------- test: hydrogenic exchange from the complete Hamiltonian ----------
NO_WAVE = np.zeros((1, 3))
fine_t, fine_w = envelope(-4.5, 9.0, 0.5)
hydrogen_error = 0.0
for r in (3.0, 4.0, 5.0):
    vals, norm, w_self = defined_integrals(np.array([r, 0, 0]),
                                           fine_t, fine_w, NO_WAVE)
    assert np.allclose(vals, closed_integrals(r), rtol=5e-4, atol=0)
    s, v, w, c, k = vals
    t_aa = kinetic(fine_t, fine_w, 0.0) / norm
    t_ab = kinetic(fine_t, fine_w, r) / norm
    direct = 2 * (t_aa - w_self - v) + c + 1 / r
    crossed = 2 * s * (t_ab - 2 * w) + k + s**2 / r
    reference = splitting(direct, crossed, s)
    error = abs(exchange_formula(closed_integrals(r), 1.0) / reference - 1)
    hydrogen_error = max(hydrogen_error, error)
assert hydrogen_error < 3e-3     # limited by the finite Gaussian sum

# ---------- model parameters ----------
lattice_nm, k0_fraction, mass, kappa = 0.54, 0.85, 0.30, 12.0
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
hartree_mev = const.physical_constants["Hartree energy in eV"][0] * 1e3
radius_nm = kappa / mass * bohr_nm
unit_mev = mass / kappa**2 * hartree_mev
k0_nm = k0_fraction * 2 * np.pi / lattice_nm
k0_a = k0_nm * radius_nm
ghz_per_mev = 1e-3 * const.e / const.h * 1e-9

# ---------- test: interference law against all valley pairs ----------
coarse_t, coarse_w = envelope(-3.0, 3.0, 1.5)
deviation = []
for k in (k0_a, 2 * k0_a):
    x = 2 * np.pi * round(4 * k0_a / (2 * np.pi)) / k0_a
    worst = 0.0
    for side in ((0, 0), (np.pi, 0), (np.pi, np.pi)):
        sep = np.array([x, side[0] / k, side[1] / k])
        (s, v, w, c, kx), _, _ = defined_integrals(sep, coarse_t, coarse_w,
                                                   k * AXES)
        r = np.linalg.norm(sep)
        full = splitting(c - 2 * v + 1 / r, kx - 2 * s * w + s**2 / r, s)
        plain, _, _ = defined_integrals(sep, coarse_t, coarse_w, NO_WAVE)
        law = exchange_formula(plain, valley_factor(k * sep))
        worst = max(worst, abs(full / law - 1))
    deviation.append(worst)
assert deviation[0] < 0.04       # neglected terms are of order 1/(k0 a)^2
assert deviation[1] < deviation[0] / 2

# ---------- test: valley-orbit coupling selects the symmetric state ----------
delta_g, delta_f = 1.5, 2.0      # meV
coupling = np.zeros((6, 6))
for i, j in itertools.product(range(6), repeat=2):
    if i != j:
        coupling[i, j] = -delta_g if (i - j) % 3 == 0 else -delta_f
levels, states = np.linalg.eigh(coupling)
expected = [-delta_g - 4 * delta_f] + [delta_g] * 3 + [-delta_g + 2 * delta_f] * 2
assert np.allclose(levels, np.sort(expected))
assert np.allclose(np.abs(states[:, 0].sum()), np.sqrt(6))

# ---------- test: leftover Bloch wavevectors and their form factor ----------
recip = [np.array(n) for n in itertools.product(range(-4, 5), repeat=3)
         if len({m % 2 for m in n}) == 1]
leftover = min(np.linalg.norm(k0_fraction * (AXES[j] - AXES[i]) + n)
               for i in range(6) for j in range(6) for n in recip
               if i != j or np.any(n))
assert leftover > 0.1


def two_centre_fourier(r, q):
    """Transform of the overlap density, q parallel to the donor axis."""
    node, weight = np.polynomial.legendre.leggauss(400)
    half = 20 / r
    xi, wxi = 1 + half * (node + 1), half * weight
    grid = ((xi[:, None]**2 - node**2) * np.exp(-r * xi[:, None])
            * np.cos(q * r / 2 * xi[:, None] * node))
    return r**3 / 4 * (wxi @ grid @ weight)


def donor_pair(cells):
    """Distance (nm), g, J without valleys (meV), J (meV)."""
    cells = np.asarray(cells, float)
    dist = np.linalg.norm(cells) * lattice_nm
    g = valley_factor(2 * np.pi * k0_fraction * cells)
    vals = closed_integrals(dist / radius_nm)
    return (dist, g, unit_mev * exchange_formula(vals, 1.0),
            unit_mev * exchange_formula(vals, g))


target = np.array([20.0, 0, 0])
base = donor_pair(target)
r_base = base[0] / radius_nm
q_left = leftover * 2 * np.pi / lattice_nm * radius_nm
s_base = closed_integrals(r_base)[0]
assert abs(two_centre_fourier(r_base, 0.0) / s_base - 1) < 1e-8
form_factor = abs(two_centre_fourier(r_base, q_left)) / s_base
assert form_factor < 0.05

# ---------- test: double valley sum and lattice average ----------
for cells in ([3, 1, 2], [2.5, 0.5, 1], [7, 0, 0]):
    phase = 2 * np.pi * k0_fraction * (AXES @ np.array(cells, float))
    double_sum = np.mean(np.cos(phase[:, None] - phase))
    g = valley_factor(2 * np.pi * k0_fraction * np.array(cells, float))
    assert abs(double_sum - g**2) < 1e-12
sites = np.indices((40, 40, 40)).reshape(3, -1).T
sites = sites[sites.sum(axis=1) % 2 == 0] / 2
g2 = valley_factor(2 * np.pi * k0_fraction * sites)**2
assert abs(g2.mean() - 1 / 6) < 1e-10

# ---------- worked example ----------
moves = [np.array(m) / 2 for m in itertools.product((-1, 0, 1), repeat=3)
         if np.sum(np.abs(m)) == 2]
assert len(moves) == 12
moved = [donor_pair(target + m) for m in moves]
assert max(m[3] for m in moved) < 0.2 * base[3]
sign_change = brentq(lambda r: exchange_formula(closed_integrals(r), 1.0)
                     * np.exp(2 * r), 20, 90)
assert r_base < sign_change

print(f"lattice constant {lattice_nm:.2f} nm; k0/(2 pi/a_lat) {k0_fraction:.2f}")
print(f"effective mass {mass:.2f} m_e; dielectric constant {kappa:.1f}")
print(f"envelope radius a = {radius_nm:.4f} nm")
print(f"effective hartree = {unit_mev:.3f} meV")
print(f"k0 = {k0_nm:.4f} 1/nm; k0*a = {k0_a:.3f}")
print(f"valley-orbit couplings: delta_g {delta_g} meV, delta_f {delta_f} meV")
print("valley-orbit levels (meV):", " ".join(f"{e:.2f}" for e in levels))
print(f"largest relative error of hydrogenic J0 test: {hydrogen_error:.1e}")
print(f"all-valley-pair deviation at k0*a: {100 * deviation[0]:.2f} %")
print(f"all-valley-pair deviation at 2*k0*a: {100 * deviation[1]:.2f} %")
print(f"smallest leftover wavevector: {leftover:.3f} (2 pi/a_lat)")
print(f"its form factor relative to s: {form_factor:.4f}")
print(f"lattice average of g^2: {g2.mean():.5f}; minimum {g2.min():.1e}")
print(f"share of sites with g^2 < 0.01: {100 * np.mean(g2 < 0.01):.1f} %")
print(f"spurious sign change of J0 at R/a = {sign_change:.2f}")
print(f"target pair: R = {base[0]:.3f} nm, R/a = {r_base:.4f}")
for name, value in zip(("s", "v", "w", "C", "K"), closed_integrals(r_base)):
    print(f"  {name} = {value:.6f} (effective units)")
print(f"  g = {base[1]:.4f}; J = {base[3]:.5f} meV"
      f" = {base[3] * ghz_per_mev:.3f} GHz")
print("donor moved to a nearest fcc site (displacement in a_lat):")
for m in ([0.5, 0.5, 0], [0, 0.5, 0.5], [-0.5, 0.5, 0]):
    d, g, j0, j = donor_pair(target + np.array(m))
    print(f"  {m}: R {d:.3f} nm, g {g:.4f}, J0 {j0:.5f} meV, J {j:.5f} meV")
    print(f"    J = {j * ghz_per_mev:.3f} GHz; J0 ratio {j0 / base[2]:.3f};"
          f" J ratio {j / base[3]:.4f}")
print(f"range of J over all 12 sites: {min(m[3] for m in moved):.5f}"
      f" to {max(m[3] for m in moved):.5f} meV")
print("along [100], R = n a_lat:")
for n in range(18, 24):
    d, g, j0, j = donor_pair([n, 0, 0])
    print(f"  n {n}: R {d:.3f} nm, g^2 {g * g:.4f}, J0 {j0:.5f}, J {j:.5f} meV")
print("along [110], R = (m/2, m/2, 0) a_lat:")
for m in range(26, 32):
    d, g, j0, j = donor_pair([m / 2, m / 2, 0])
    print(f"  m {m}: R {d:.3f} nm, g^2 {g * g:.4f}, J0 {j0:.5f}, J {j:.5f} meV")
print("all good")
```

It prints:

```
lattice constant 0.54 nm; k0/(2 pi/a_lat) 0.85
effective mass 0.30 m_e; dielectric constant 12.0
envelope radius a = 2.1167 nm
effective hartree = 56.690 meV
k0 = 9.8902 1/nm; k0*a = 20.935
valley-orbit couplings: delta_g 1.5 meV, delta_f 2.0 meV
valley-orbit levels (meV): -9.50 1.50 1.50 1.50 2.50 2.50
largest relative error of hydrogenic J0 test: 1.2e-06
all-valley-pair deviation at k0*a: 1.20 %
all-valley-pair deviation at 2*k0*a: 0.30 %
smallest leftover wavevector: 0.300 (2 pi/a_lat)
its form factor relative to s: 0.0003
lattice average of g^2: 0.16667; minimum 1.4e-33
share of sites with g^2 < 0.01: 16.3 %
spurious sign change of J0 at R/a = 49.79
target pair: R = 10.800 nm, R/a = 5.1023
  s = 0.089906 (effective units)
  v = 0.195947 (effective units)
  w = 0.037120 (effective units)
  C = 0.195631 (effective units)
  K = 0.003193 (effective units)
  g = 1.0000; J = 0.21488 meV = 51.959 GHz
donor moved to a nearest fcc site (displacement in a_lat):
  [0.5, 0.5, 0]: R 11.073 nm, g -0.2607, J0 0.17542 meV, J 0.01192 meV
    J = 2.882 GHz; J0 ratio 0.816; J ratio 0.0555
  [0, 0.5, 0.5]: R 10.807 nm, g -0.2607, J0 0.21381 meV, J 0.01453 meV
    J = 3.513 GHz; J0 ratio 0.995; J ratio 0.0676
  [-0.5, 0.5, 0]: R 10.533 nm, g -0.2607, J0 0.26156 meV, J 0.01777 meV
    J = 4.297 GHz; J0 ratio 1.217; J ratio 0.0827
range of J over all 12 sites: 0.01192 to 0.01777 meV
along [100], R = n a_lat:
  n 18: R 9.720 nm, g^2 0.3177, J0 0.47231, J 0.15002 meV
  n 19: R 10.260 nm, g^2 0.7441, J0 0.31955, J 0.23775 meV
  n 20: R 10.800 nm, g^2 1.0000, J0 0.21488, J 0.21488 meV
  n 21: R 11.340 nm, g^2 0.7441, J0 0.14371, J 0.10693 meV
  n 22: R 11.880 nm, g^2 0.3177, J0 0.09564, J 0.03039 meV
  n 23: R 12.420 nm, g^2 0.1223, J0 0.06336, J 0.00775 meV
along [110], R = (m/2, m/2, 0) a_lat:
  m 26: R 9.928 nm, g^2 0.9358, J0 0.40669, J 0.38057 meV
  m 27: R 10.310 nm, g^2 0.1057, J0 0.30818, J 0.03257 meV
  m 28: R 10.691 nm, g^2 0.7616, J0 0.23283, J 0.17731 meV
  m 29: R 11.073 nm, g^2 0.0009, J0 0.17542, J 0.00017 meV
  m 30: R 11.455 nm, g^2 0.1111, J0 0.13181, J 0.01465 meV
  m 31: R 11.837 nm, g^2 0.4045, J0 0.09881, J 0.03997 meV
all good
```
